Transverse Momentum and the Gaussian Angular Filter of a Thick Barrier

**1. The situation**

An electron in a gate electrode reaches the oxide at an angle. Its energy lies in the oxide's gap, so it can cross only by tunnelling. Compare it with an electron of the same total energy that arrives head-on. Part of the oblique electron's energy is tied up in motion along the interface. How much faster does its wave decay in the oxide, and what range of angles survives a thick layer?

The model is a flat slab of height U and thickness d, occupying 0 < z < d between two identical electrodes. The dispersion inside the barrier is taken to be parabolic, while the potential there is constant. The effective mass is m_b in the barrier and m_e in the electrodes, both isotropic. Energies are measured from the electrode band edge, and 0 < E < U. Electric field, image forces, scattering and interface roughness are left out. Two idealisations limit the use of the results for a real oxide. Deep in the gap the dispersion is not parabolic, so m_b is an energy-dependent fitting mass there. Conservation of transverse momentum presumes an ordered interface and an electrode band centred at zero transverse momentum; an amorphous oxide or the off-centre valleys of silicon need not respect this. Hartree atomic units are used, so ħ = 1 and a mass is given in electron masses.

The interfaces are smooth and the potential depends on z alone. The wavefunction therefore keeps one factor exp(ik·r) throughout, where r and k are the position and wavevector parallel to the interface. We write k for the length of this vector.

**2. The decay constant**

Inside the barrier the Schrödinger equation is

−(1/2m_b) ∇²Ψ + UΨ = EΨ.

Insert Ψ = exp(ik·r − κz). The two transverse derivatives give −k², and the two z derivatives give +κ², so ∇²Ψ = (κ² − k²)Ψ. Hence

E = U + (k² − κ²)/(2m_b).

Solving for κ²,

κ² = κ0² + k², κ0² = 2m_b(U − E). (1)

This is the complex band of the barrier at real transverse momentum. Transverse motion costs k²/(2m_b) in the barrier, which raises the lowest propagating energy from U to U + k²/(2m_b). At fixed E the electron lies further below that threshold, and its wave decays faster.

**3. What is held fixed**

Equation (1) compares electrons of equal total energy. Suppose instead that the normal energy E_z in the electrode is held fixed:

E = E_z + k²/(2m_e).

Substitution in (1) gives

κ² = 2m_b(U − E_z) − (m_b/m_e)k² + k²
 = 2m_b(U − E_z) + (1 − m_b/m_e)k². (2)

The added transverse energy now raises E as well as the barrier threshold. For equal masses the two shifts cancel and κ does not change. For m_b < m_e it still rises with k, and for m_b > m_e it falls.

Decay constants extracted from numerical integration of the barrier equation at two thicknesses confirm this. With k² = 0.02 bohr⁻², the change in κ² at fixed E_z is +0.01 bohr⁻² for m_e = 1, m_b = 0.5. It is zero for equal unit masses and −0.02 bohr⁻² for m_e = 0.5, m_b = 1. The statement "transverse momentum increases the decay" therefore needs the words "at fixed total energy". From here on E is fixed.

**4. Transmission through the slab**

The interfaces also depend on angle, so the full transmission is needed before the thick limit is taken. In the electrodes

k_z² = k_e² − k², k_e² = 2m_eE.

At each face ψ and ψ′/m are continuous, where ψ(z) is the normal part of the wavefunction. Together the two conditions conserve the current. Define

v = k_z/m_e, w = κ/m_b.

Let the incident, reflected and transmitted amplitudes be A, B and F. On the right ψ = F exp[ik_z(z − d)], so at z = d we have ψ = F and ψ′/m = ivF. The barrier solution with these values is

ψ(z) = F{cosh[κ(d − z)] − i(v/w) sinh[κ(d − z)]},
ψ′(z)/m_b = F{−w sinh[κ(d − z)] + iv cosh[κ(d − z)]}.

At z = 0 the left electrode requires

A + B = ψ(0), iv(A − B) = ψ′(0)/m_b.

Dividing the second relation by iv and adding it to the first removes B:

A = ½[ψ(0) + ψ′(0)/(iv m_b)]
 = F[cosh κd + (i/2)(w/v − v/w) sinh κd].

The electrodes are identical, so the incident and transmitted waves have the same velocity and T = |F/A|². Using cosh² = 1 + sinh²,

1/T = 1 + [1 + ¼(w/v − v/w)²] sinh² κd.

The bracket equals ¼(w/v + v/w)², because the cross terms differ by 1. Therefore

T = [1 + (v² + w²)² sinh²(κd)/(4v²w²)]⁻¹. (3)

For κd ≫ 1, sinh²(κd) ≈ exp(2κd)/4. Its coefficient in (3) is at least 1, since (v² + w²)² ≥ 4v²w², so the isolated 1 can be dropped:

T ≈ P exp(−2κd), P = 16v²w²/(v² + w²)². (4)

The factor 2 in the exponent appears because T is a squared amplitude.

**5. The Gaussian**

For k² ≪ κ0², expand the square root in (1):

κ = κ0 + k²/(2κ0) − k⁴/(8κ0³) + …

Multiplication by −2d gives

−2κd = −2κ0d − k²d/κ0 + k⁴d/(4κ0³) + … (5)

The second term limits the important k² to about κ0/d. At that size the third term is of order 1/(4κ0d), which is small for a thick barrier.

The prefactor also varies with k. From (4),

ln P = ln 16 + ln v² + ln w² − 2 ln(v² + w²).

Since v² = (k_e² − k²)/m_e² and w² = (κ0² + k²)/m_b², their derivatives with respect to k² are −1/m_e² and +1/m_b². At k = 0, where v = v0 and w = w0, we have m_e²v0² = k_e² and m_b²w0² = κ0². Thus

d ln P/d(k²) = −1/k_e² + 1/κ0² − 2(1/m_b² − 1/m_e²)/(v0² + w0²) ≡ −c,

so that

c = 1/k_e² − 1/κ0² + 2(1/m_b² − 1/m_e²)/(v0² + w0²). (6)

To first order in k², ln T therefore changes by −(d/κ0 + c)k². The barrier term grows with d, while the interface term c does not.

How small is c compared with d/κ0? If m_b < m_e, the last term in (6) is positive and less than 2/(m_b²w0²) = 2/κ0². If m_b > m_e, its magnitude is less than 2/(m_e²v0²) = 2/k_e². Every contribution to cκ0/d is then small provided that

κ0d ≫ 1 and k_e²d/κ0 ≫ 1. (7)

Under these conditions, and for k² of order κ0/d,

T(k)/T(0) ≈ exp(−k²d/κ0). (8)

With θ the angle of incidence in the electrode, k = k_e sin θ and

T(θ)/T(0) ≈ exp[−(k_e²d/κ0) sin²θ]. (9)

This is the angular filter. It is Gaussian in transverse momentum, and nearly Gaussian in θ when the surviving angles are small enough for sin θ ≈ θ.

**6. Width and transmitted current**

Setting (9) equal to one half gives the half-transmission angle θ_h:

sin²θ_h = κ0 ln 2/(k_e²d). (10)

For narrow filters the angular width falls as d^(−1/2): four times the thickness halves the angle.

Now let electrons arrive isotropically at energy E. The flux on the interface carries the weight cos θ dΩ. Since k dk = k_e² sin θ cos θ dθ, this weight equals d²k/k_e², and equal areas of the transverse momentum plane receive equal incident flux. The transmitted current at this energy is proportional to the mode sum per unit area and spin,

M = ∫ d²k/(2π)² T(k), k < k_e.

Let s = k²d/κ0. After integration over direction, d²k becomes π d(k²) = (πκ0/d) ds. With (8),

M ≈ T(0) (κ0/(4πd)) ∫₀^∞ e^(−s) ds = T(0)κ0/(4πd). (11)

The true upper limit is s = k_e²d/κ0. Replacing it by infinity adds a fraction exp(−k_e²d/κ0), negligible under (7). Under (7), a thicker barrier thus loses current through T(0) and also through a factor 1/d, because fewer transverse modes contribute. When k_e²d/κ0 is small, the electrode's momentum disk limits the sum instead and this factor is absent.

The same weight gives the mean of s as ∫₀^∞ s e^(−s) ds = 1, so the mean of k² over the transmitted current is κ0/d. The fraction inside θ_h, where s < ln 2, is 1 − exp(−ln 2) = ½.

**7. First corrections**

Include both the interface term and the quartic term of (5). The half-transmission point x = k² satisfies

(d/κ0 + c)x − d x²/(4κ0³) = ln 2.

Write x = x0(1 + δ), with x0 = κ0 ln 2/d. The leading terms cancel. To first order in 1/d the rest is

(d/κ0)x0δ + c x0 − d x0²/(4κ0³) = 0.

Division by (d/κ0)x0 gives

δ = −cκ0/d + x0/(4κ0²) = (κ0/d)[−c + ln 2/(4κ0²)]. (12)

For the mode sum, the integrand e^(−s) acquires the factor

1 − (κ0/d)c s + (κ0/d)s²/(4κ0²).

The averages of s and s² with weight e^(−s) are 1 and 2, so the relative correction to (11) is

(κ0/d)[1/(2κ0²) − c]. (13)

A positive c narrows the filter; the quartic term widens it.

**8. A worked example**

Take the round model parameters m_e = 1, m_b = 0.5, E = 0.06 hartree, U = 0.16 hartree and d = 40 bohr, which is 2.12 nm. Then

κ0² = 2 × 0.5 × (0.16 − 0.06) = 0.10, κ0 = 0.3162 bohr⁻¹,
k_e² = 2 × 1 × 0.06 = 0.12, k_e = 0.3464 bohr⁻¹.

The two parameters in (7) are κ0d = 12.6 and k_e²d/κ0 = 15.2, so the thick limit should be useful but not perfect. An energy of 1.6 eV above the band edge at the free-electron mass describes a metal-like electrode. A degenerate semiconductor with E = 0.1 eV and m_e = 0.26 would give k_e²d/κ0 ≈ 0.24 for the same barrier, outside (7). The barrier is also idealised: the two-band form κ0² = 2m_b(U − E)[1 − (U − E)/E_g] with a gap E_g = 9 eV would lower κ0 to 0.264 bohr⁻¹ and raise d/κ0 to about 151 bohr².

At normal incidence v0² = 0.12 and w0² = 0.10/0.25 = 0.40, giving

P0 = 16 × 0.12 × 0.40/(0.52)² = 2.84,
T(0) = 2.84 exp(−25.3) = 2.93 × 10⁻¹¹.

A value of P0 above 1 is no contradiction: P0 is a prefactor, not a probability.

The Gaussian coefficient is d/κ0 = 126.5 bohr². Hence

k_h² = 0.6931/126.5 = 0.00548 bohr⁻²,
sin²θ_h = 0.00548/0.12 = 0.0457, θ_h = 12.3°.

The full transmission (3) gives 11.9°. The interface coefficient accounts for the direction of the difference:

c = 1/0.12 − 1/0.10 + 2(4 − 1)/0.52 = 9.87 bohr².

The initial slope of −ln T should be 126.49 + 9.87 = 136.36 bohr², and numerical integration of the barrier equation gives the same value. In (12) the bracket is −9.87 + 1.73 = −8.14 bohr², so δ = −8.14/126.5 = −0.064. This lowers k_h² to 0.00513 bohr⁻², in agreement with the full result at this precision.

The Gaussian root-mean-square transverse momentum is √(κ0/d) = 0.0889 bohr⁻¹, or 1.68 nm⁻¹; the full distribution gives 0.0878 bohr⁻¹. For the mode sum, (11) gives 1.84 × 10⁻¹⁴ bohr⁻² against 1.75 × 10⁻¹⁴ bohr⁻² from angular quadrature. The full value is 4.7% below the Gaussian one. Formula (13) predicts −4.87/126.5, or −3.9%; the remainder comes from higher orders in 1/d. About 51% of the current lies inside the Gaussian half angle, close to the limiting 50%.

The approach to the limit is visible as the thickness changes:

- d = 20 bohr: half angle 17.6° (Gaussian), 16.4° (full)
- d = 80 bohr: 8.69° (Gaussian), 8.55° (full)
- d = 160 bohr: 6.13° (Gaussian), 6.08° (full)

At 160 bohr the full mode sum is 1.0% below its Gaussian estimate. The numerical output after these notes gives the remaining values.

**9. The role of the tunnelling mass**

By (8), each unit of thickness adds 1/κ0 to the Gaussian coefficient. At fixed U − E, κ0 grows as √m_b. A heavier barrier mass therefore makes the overall decay stronger but the filter weaker. The reason is in (1): it gives κ − κ0 = k²/(κ + κ0), so the same k² raises κ by less when κ0 is larger.

Doubling m_b from 0.5 to 1 in the example lowers T(0) from 2.93 × 10⁻¹¹ to 1.09 × 10⁻¹⁵. Meanwhile the filter coefficient gained per unit thickness falls from 3.16 to 2.24 bohr. Strong suppression of the current and strong angular selection are thus different properties.

**10. Where the Gaussian fails**

*Large angles.* The limit (8) holds for k² of order κ0/d, a region that shrinks as d grows. It does not promise a small relative error at a fixed angle. From (1),

κ − κ0 = k²/(κ + κ0) ≤ k²/(2κ0),

so the exponential factor exp[−2d(κ − κ0)] never falls below the Gaussian. The interface factor can act in the opposite direction.

At 60° in the example, k² = 0.12 × 0.75 = 0.09 bohr⁻² and κ = √0.19 = 0.43589 bohr⁻¹. For d = 40 bohr the Gaussian exponent is −11.38, whereas the exact decay constant gives −80 × (0.43589 − 0.31623) = −9.57. The decay alone would put the full result above the Gaussian by exp(1.81) ≈ 6.1. The prefactor falls to 0.206 of its normal-incidence value, which leaves a ratio of 1.26.

At d = 160 bohr the exponent difference is four times larger while the prefactor ratio is unchanged, and the full transmission is 288 times the Gaussian estimate. The current is still well described, because hardly any of it travels at such angles. A quantity that depends on the far tail should be computed from (3).

*Slow incident electrons.* A barrier can be thick in the sense κ0d ≫ 1 and still fail the second condition in (7). Suppose k_e²d/κ0 ≪ 1, with v0 ≪ w0. Even at grazing incidence, the extra exponent k²d/κ0 is then small. Also k_e²/κ0² ≪ 1/(κ0d) ≪ 1, so w stays close to w0. Equation (4) reduces to

P ≈ 16v²/w0² = (16k_e²/(m_e²w0²)) cos²θ,

and therefore

T(θ)/T(0) ≈ cos²θ. (14)

In this limit the angular dependence comes from the normal velocity at the interfaces, and the oxide thickness drops out of it. The condition v0 ≪ w0 matters. An electrode of very light mass can have small k_e and yet v0 > w0. Since P is largest at v = w, the transmission then rises with angle and peaks near cos θ = w0/v0. For the barrier of the example with m_e = 0.023 and E = 0.5 eV, v0/w0 = 2.0 and (3) gives T(60°)/T(0) = 1.44. For a barrier with κ0d ≫ 1, the Gaussian filter appears once the electrode supplies transverse momenta well beyond √(κ0/d), so that the barrier, rather than the edge of the electrode's momentum disk, limits the transmitted range.

Computed values

```
electrode mass = 1.0, barrier mass = 0.5 (electron masses)
energy E = 0.06 hartree, barrier height U = 0.16 hartree
thickness d = 40 bohr = 2.117 nm
kappa0 = 0.31623 1/bohr, k_e = 0.34641 1/bohr
kappa0*d = 12.649, k_e^2*d/kappa0 = 15.179
largest relative gap, closed-form T against ODE = 3.1e-11
probe k^2 = 0.02 1/bohr^2
measured kappa^2: k=0 0.10000, probe 0.12000 1/bohr^2
change of kappa^2 at fixed NORMAL energy, same probe (1/bohr^2):
  m_e=1.0 m_b=0.5: +0.01000
  m_e=1.0 m_b=1.0: +0.00000
  m_e=0.5 m_b=1.0: -0.02000
prefactor P0 = 2.8402, T(0) = 2.9274e-11
Gaussian coefficient d/kappa0 = 126.491 bohr^2
interface coefficient c = 9.872 bohr^2
measured initial slope of -ln T = 136.363 bohr^2
barrier-mass trend: slope per thickness (bohr), T(0) at d above
  m_b=0.5: 3.1623, 2.927e-11
  m_b=1.0: 2.2361, 1.087e-15
half-transmission k^2: Gaussian 0.005480, full 0.005133 1/bohr^2
half angle: Gaussian 12.34, full 11.94 degrees
rms k: Gaussian 0.08891, full 0.08784 1/bohr
rms k, Gaussian = 1.680 1/nm
mode sum: Gaussian 1.8416e-14, full 1.7542e-14 1/bohr^2
current fraction inside Gaussian half angle = 0.5136
same fraction at d = 640 bohr = 0.5006
half-point correction coefficient: formula -8.139, measured -8.139 bohr^2
mode-sum correction coefficient: formula -4.872, measured -4.872 bohr^2
d (bohr) | half angle Gaussian, full (deg) | mode sum full/Gaussian
  20 | 17.59, 16.43 | 0.8901
  40 | 12.34, 11.94 | 0.9525
  80 | 8.69, 8.55 | 0.9784
  160 | 6.13, 6.08 | 0.9898
T(60 deg) full/Gaussian: d=40 bohr 1.259, d=160 bohr 288.3
```
